# Second-order exchange energy of the electron gas: Monte Carlo and closed form: verification in Python

```python
# Second-order exchange energy per electron of the uniform electron gas (Hartree units):
#   eps = 3 I/(32 pi^5) = ln2/6 - 3 zeta(3)/(4 pi^2),  k_F = 1,
#   I = int n1 n2 (1-n3)(1-n4)/(q^2 Q^2 q.Q), holes k1,k2, particles k3,k4, q=k3-k1, Q=k3-k2.
# Holes s+-w, particles s+-u; t=u/w; mu, nu = cosines of w, u with s; W = scale-integrated weight.
# Analytic split: eps = 3 T0/(32 pi^5) - 12 M/pi^2, M = int k^2 H dk, kap = k/sqrt(1-k^2),
#   H = int asinh(kap mu) asinh(kap nu)/sqrt(mu^2+nu^2-1) over mu^2+nu^2>1 in the unit square.
import itertools
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.stats import qmc
from scipy.constants import physical_constants as pc

pi, ln2, z3 = np.pi, np.log(2.0), float(mp.zeta(3))
closed = ln2/6 - 3*z3/(4*pi**2)
pref = 3/(32*pi**5)
rng = np.random.default_rng(20240)

def gauss(n, a=0.0, b=1.0):
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b-a)*(x+1)/2, w*(b-a)/2

# tanh-sinh rule on (0,1): nodes X, complements XC = 1-X, weights WT
tau = np.arange(-96, 97)/32.0
X = 1/(1+np.exp(-pi*np.sinh(tau)))
XC = 1/(1+np.exp(pi*np.sinh(tau)))
WT = pi*np.cosh(tau)*X*XC/32.0
AT = 0.5*np.log((1+X)/XC)

# ---- exact diagonalisation of nine twisted plane waves, box volume (2 pi)^3
twist = np.array([0.4, 0.1])
grid = sorted(itertools.product((-1, 0, 1), repeat=2), key=lambda n: np.sum((n+twist)**2))
def v(a, b):
    d2 = (a[0]-b[0])**2 + (a[1]-b[1])**2
    return 0.0 if d2 == 0 else 4*pi/((2*pi)**3*d2)

def second_order_ed(nspin, lam=0.05):
    orbs = [(n, s) for s in range(nspin) for n in grid]
    total = lambda d: (sum(orbs[i][0][0] for i in d), sum(orbs[i][0][1] for i in d))
    per_spin = [list(itertools.combinations(range(9*s, 9*s+9), 2)) for s in range(nspin)]
    dets = [sum(c, ()) for c in itertools.product(*per_spin)]
    dets = [d for d in dets if total(d) == total(dets[0])]
    index = {sum(1 << i for i in d): m for m, d in enumerate(dets)}
    coul = lambda a, b, i, j: v(orbs[a][0], orbs[i][0])*(orbs[a][1] == orbs[i][1])*(orbs[b][1] == orbs[j][1])
    par = lambda bits, i: bin(bits & ((1 << i)-1)).count("1")
    pairs = {}
    for ab in itertools.combinations(range(len(orbs)), 2):
        pairs.setdefault(total(ab), []).append(ab)
    H0 = np.diag([sum(0.5*np.sum((orbs[i][0]+twist)**2) for i in d) for d in dets])
    V = np.zeros_like(H0)
    for m, d in enumerate(dets):
        bits = sum(1 << i for i in d)
        for i, j in itertools.combinations(d, 2):
            p = par(bits, i); b1 = bits ^ (1 << i)
            p += par(b1, j); b1 ^= 1 << j
            for a, b in pairs[total((i, j))]:
                if (b1 >> a) & 1 or (b1 >> b) & 1:
                    continue
                me = coul(a, b, i, j) - coul(a, b, j, i)
                if me == 0:
                    continue
                p2 = p + par(b1, b); b2 = b1 | (1 << b)
                p2 += par(b2, a); b2 |= 1 << a
                V[index[b2], m] += me*(-1)**p2
    low = lambda l: np.linalg.eigvalsh(H0 + l*V)[0]
    return (low(lam) + low(-lam) - 2*low(0.0))/(2*lam**2)

e_pol, e_unp = second_order_ed(1), second_order_ed(2)
x_ed = 4*e_pol - e_unp
x_sum = 0.0
for k1 in grid[:2]:
    for k2 in grid[:2]:
        for k3 in grid[2:]:
            if (k1[0]+k2[0]-k3[0], k1[1]+k2[1]-k3[1]) in grid[2:]:
                x_sum += v(k3, k1)*v(k3, k2)/np.dot(np.subtract(k3, k1), np.subtract(k3, k2))
assert abs(x_ed/x_sum - 1) < 1e-4
print(f"ED lambda^2 coefficient polarised {e_pol:.6e} Ha, unpolarised {e_unp:.6e} Ha")
print(f"exchange from ED {x_ed:.6e} Ha, from diagram sum {x_sum:.6e} Ha")

# ---- closed-shell lattice sum per electron, |q| <= about 4 k_F
def ball(r2):
    m = int(np.sqrt(r2)); a = np.arange(-m, m+1)
    g = np.array(np.meshgrid(a, a, a)).reshape(3, -1).T
    return g[np.sum(g*g, 1) <= r2]
def lattice(r2):
    K = ball(r2).astype(float)
    qs, mult = np.unique(np.sort(np.abs(ball(16*r2)), axis=1), axis=0, return_counts=True)
    s = 0.0
    for q, m in zip(qs.astype(float), mult):
        p = K[np.sum((K+q)**2, 1) > r2 + 0.5]
        if len(p) == 0:
            continue
        a = p + q
        Q2 = np.sum(a*a, 1)[:, None] + np.sum(p*p, 1)[None, :] + 2*a @ p.T
        s += m*np.sum(1/(Q2*((a @ q)[:, None] + (p @ q)[None, :])))/(q @ q)
    return 2*len(K), s*(4*pi/(2*pi)**3)**2/(2*len(K))
for r2 in (9, 25):
    n_el, e_lat = lattice(r2)
    print(f"lattice sum N = {n_el}: {e_lat:.5f} Ha per electron")
assert abs(e_lat/closed - 1) < 0.25   # finite size and cutoff; excludes a factor 2

# ---- Monte Carlo A: occupations tested directly, half-Cauchy radii
scale, nb, n = 1.5, 24, 500000
means, s2, hits = [], 0.0, 0
for _ in range(nb):
    q, Q = scale*np.tan(pi/2*rng.random((2, n)))
    x = rng.random(n)
    w2 = (q*q + Q*Q - 2*q*Q*x)/4
    keep = w2 < 1
    q, Q, x, w2 = q[keep], Q[keep], x[keep], w2[keep]
    r = rng.random((3, len(q)))
    s = np.cbrt(r[0]); ct = 2*r[1]-1
    sz = s*ct; sx = s*np.sqrt(1-ct*ct)*np.cos(2*pi*r[2])
    sq, sQ = sz*q, Q*(sz*x + sx*np.sqrt(1-x*x))
    ok = (s*s + w2 + np.abs(sq-sQ) < 1) & (s*s + w2 + q*Q*x - np.abs(sq+sQ) > 1)
    q, Q, x = q[ok], Q[ok], x[ok]
    ginv = (pi*scale/2)**2*(1+(q/scale)**2)*(1+(Q/scale)**2)
    wgt = pref*(4*pi/3)*(4*pi)*(2*pi)*ginv/(q*Q*x)
    means.append(wgt.sum()/n); s2 += np.sum(wgt**2); hits += len(q)
eA = np.mean(means); sA = np.sqrt((s2/(nb*n) - eA**2)/(nb*n))
sA_batch = np.std(means, ddof=1)/np.sqrt(nb)
assert abs(eA-closed) < 4*sA and sA < 0.02*closed and 0.5 < sA_batch/sA < 1.7
print(f"prefactor 3/(32 pi^5) = {pref:.6e}")
print(f"MC A: samples {nb*n}, Cauchy scale {scale} k_F, acceptance {hits/(nb*n):.4f}")
print(f"MC A: I = {eA/pref:.2f} +- {sA/pref:.2f}")
print(f"MC A: eps = {eA:.6f} +- {sA:.6f} Ha (batch error {sA_batch:.6f} Ha), {(eA-closed)/sA:+.2f} sigma")

# ---- reduced three-dimensional integrand
def prim(sig, b, h):   # int_0^sig x^2 ((x+b)^2+h)^(-3/2) dx
    y = sig + b; R = np.sqrt(y*y+h); R0 = np.sqrt(b*b+h); rh = np.sqrt(h)
    with np.errstate(all="ignore"):
        d = np.where(y*b > 0, sig*(sig+2*b)/(R*R0*(y*R0+b*R)), (y/R-b/R0)/h)
    return np.arcsinh(y/rh) - np.arcsinh(b/rh) + (b*b-h)*d + 2*b*(1/R-1/R0)
def weightW(t, mu, nu):
    sm = (t*t-1)/(2*(mu+t*nu))
    return (prim(sm, mu, (1-mu)*(1+mu)) - prim(sm, -t*nu, t*t*(1-nu)*(1+nu)))/3
def Dfun(t, mu, nu):
    zm = (t-1)**2/(2*t)
    return (mu-nu)**2 + zm*(zm+2-2*mu*nu)
def reduced(u):
    x, mu, nu = np.clip(u, 1e-12, 1-1e-12)
    t = 1/x
    return 12/pi**2*x/(1-x**4)*weightW(t, mu, nu)*(Dfun(t, mu, nu)**-0.5 + Dfun(t, mu, -nu)**-0.5)
for t, mu, nu in ((1.3, 0.2, 0.97), (3.0, 0.9, 0.1), (2.0, 0.05, 0.02)):
    Wq = quad(lambda a: a*a*((1+a*a+2*a*mu)**-1.5 - (t*t+a*a-2*a*t*nu)**-1.5)/3,
              0, (t*t-1)/(2*(mu+t*nu)), epsabs=1e-13)[0]
    assert abs(weightW(t, mu, nu)/Wq - 1) < 1e-8
    az = quad(lambda f: 1/(1+t*t-2*t*(mu*nu+np.sqrt((1-mu*mu)*(1-nu*nu))*np.cos(f))), 0, 2*pi)[0]
    assert abs(az*t*np.sqrt(Dfun(t, mu, nu))/pi - 1) < 1e-8
print(f"W(t=2, mu=0.05, nu=0.02): formula {float(weightW(t, mu, nu)):.8f}, quadrature {Wq:.8f}")
fB = np.concatenate([reduced(rng.random((3, 500000))) for _ in range(4)])
eB, sB = fB.mean(), fB.std()/np.sqrt(len(fB))
assert abs(eB-closed) < 4*sB and abs(eA-eB) < 4*np.hypot(sA, sB)
print(f"MC B: samples {len(fB)}, eps = {eB:.6f} +- {sB:.6f} Ha, {(eB-closed)/sB:+.2f} sigma")
sob = [reduced(qmc.Sobol(3, scramble=True, seed=i).random_base2(15).T).mean() for i in range(16)]
eS, sS = np.mean(sob), np.std(sob, ddof=1)/4
assert abs(eS-closed) < 5*sS and sS < 2e-3*closed
print(f"Sobol 16 x 32768: eps = {eS:.7f} +- {sS:.7f} Ha, {(eS-closed)/sS:+.2f} sigma")

# ---- two-hole term T0 from the overlap volume
Vov = lambda d: 4*pi/3*(1 - 0.75*d + d**3/16)
assert abs(Vov(0.7) - 2*quad(lambda a: pi*(1-a*a), 0.35, 1)[0]) < 1e-12
g1, w1 = gauss(120); t, x = g1[:, None, None], g1[None, :, None]
gp, gm = np.sqrt(1+t*t-2*t*x), np.sqrt(1+t*t+2*t*x)
ra, wa = gauss(8); rb, wb = gauss(24)
near = np.sum(wa*(Vov(2*ra*gp/gm) - Vov(2*ra))/ra, -1)
span = np.log(gm/gp)
far = np.sum(wb*span*Vov(2*gp/gm*np.exp(rb*span)), -1)
T0 = 16*pi**2*(w1/g1) @ (near+far) @ (w1/g1)
asin_int = np.sum(WT*np.arcsin(X)/X)
assert abs(pref*T0/(ln2/2) - 1) < 1e-4 and abs(asin_int - pi/2*ln2) < 1e-9
print(f"int arcsin(y)/y = {asin_int:.9f}; T0 term quadrature {pref*T0:.6f} Ha, ln2/2 = {ln2/2:.6f} Ha")

# ---- three-hole term: ray length, H three ways, M
k, mu = 0.8, -0.35
c = np.sqrt(1-k*k); L = c*np.exp(-np.arcsinh(k*mu/c))
assert abs(k*k + 2*k*mu*L + L*L - 1) < 1e-13
NU = np.sqrt((XC*(1+X))[:, None] + np.outer(X, X)**2)
def pair(f): return (WT*X*f(X)) @ (f(NU)/NU) @ WT
def H_square(kap): return pair(lambda m: np.arcsinh(kap*m))
def inner(kap, k, kc):   # int_0^1 asinh(kap mu) atanh(k mu) dmu, kc = 1-k
    kap, k, kc = kap[:, None], k[:, None], kc[:, None]
    return (np.arcsinh(kap*X)*0.5*np.log((1+k*X)/(kc+k*XC))) @ WT
def inner_th(th): return inner(np.sinh(th), np.tanh(th), 2/(np.exp(2*th)+1))
kap = 1.3
m_, wm = gauss(48, -1, 1); x_, wx = gauss(48); ph = 2*pi*np.arange(64)/64
mx = np.outer(m_, x_)[:, :, None]
cc = np.outer(np.sqrt(1-m_**2), np.sqrt(1-x_**2))[:, :, None]*np.cos(ph)
ring = 2*pi*np.mean(np.arcsinh(kap*(cc+mx)) - np.arcsinh(kap*(cc-mx)), -1)
H_sph = 2*pi*(wm*np.arcsinh(kap*m_)) @ ring @ (wx/x_)/(16*pi**2)
th, wth = gauss(40, 0, np.arcsinh(kap))
H_der = 2*np.sum(wth*inner_th(th)/np.tanh(th))
assert abs(H_sph-H_square(kap)) < 1e-7 and abs(H_sph-H_der) < 1e-7
print(f"H(kap={kap}): sphere PV {H_sph:.9f}, square {H_square(kap):.9f}, derivative {H_der:.9f}")
KAP = X/np.sqrt(XC*(1+X))
M3 = sum(w*a*a*H_square(b) for w, a, b in zip(WT, X, KAP))
M2 = 2/3*np.sum(WT*(1+X+X*X)/(X*(1+X))*inner(KAP, X, XC))
Mc = z3/16 + pi**2*ln2/36
assert abs(M3-Mc) < 1e-6 and abs(M2-Mc) < 1e-8
print(f"M: 3D quadrature {M3:.9f}, 2D quadrature {M2:.10f}, closed {Mc:.10f}")

# ---- constants of the closed form
gs, ws = gauss(60)
def Phi(th):
    z = np.outer(th, gs)
    return th*((z/np.tanh(z)) @ ws)
lx = np.log(X)
num = {"h0": np.sum(WT*AT), "h1": np.sum(WT*AT*lx), "g2": np.sum(WT*AT*lx**2), "h2": pair(np.log),
       "P": np.sum(WT*AT*Phi(AT)), "J": float(mp.quad(lambda y: mp.log(y)*mp.log(1+y)/(1-y), [0, 0.5, 1])),
       "Phi_const": Phi(np.array([15.0]))[0] - 15.0**2/2}
ana = {"h0": ln2, "h1": pi**2/24-ln2, "g2": 2*ln2-pi**2/12-z3/4, "h2": 2*ln2-pi**2/12-7*z3/16,
       "P": 3*z3/16+pi**2*ln2/8, "J": z3-pi**2*ln2/4, "Phi_const": pi**2/12}
for key in num:
    assert abs(num[key]-ana[key]) < 1e-7
    print(f"{key}: quadrature {num[key]:.9f}, closed {ana[key]:.9f}")
kap = 1e4; Lam = np.log(2*kap)
th, wth = gauss(100, 0, np.arcsinh(kap))
E_num = np.sum(wth*np.tanh(th)**2*inner_th(th))
H_as = ana["h0"]*Lam**2 + 2*ana["h1"]*Lam + ana["h2"]
E_as = ana["h0"]*Lam**2/2 + ana["h1"]*Lam + ana["g2"]/2 + pi**2*ln2/12 - ana["P"]
assert abs(H_square(kap)-H_as) < 1e-5 and abs(E_num-E_as) < 1e-5
print(f"kap = {kap:.0e}, Lambda = {Lam:.6f}: H {H_square(kap):.6f}, asymptote {H_as:.6f}")
print(f"E {E_num:.6f}, asymptote {E_as:.6f}, (H-2E)/3 = {(H_square(kap)-2*E_num)/3:.6f}")

e_quad = ln2/2 - 12*M2/pi**2
assert abs(e_quad-closed) < 2e-8 and abs(e_quad-eS) < 5*sS
print(f"12 M/pi^2 = {12*M2/pi**2:.9f} Ha; ln2/2 - 12 M/pi^2 = {e_quad:.9f} Ha")
print(f"zeta(3) = {z3:.9f}; ln2/6 = {ln2/6:.9f} Ha; 3 zeta(3)/(4 pi^2) = {3*z3/(4*pi**2):.9f} Ha")
print(f"closed form I = {closed/pref:.4f}")
ha_ev = pc["Hartree energy in eV"][0]
ry_ev = pc["Rydberg constant times hc in eV"][0]
print(f"closed form eps = {closed:.9f} Ha = {closed*ha_ev/ry_ev:.7f} Ry = {closed*ha_ev:.5f} eV")
print("every check passed")
```

Running it gives:

```
ED lambda^2 coefficient polarised -1.283244e-03 Ha, unpolarised -2.694867e-02 Ha
exchange from ED 2.181570e-02 Ha, from diagram sum 2.181521e-02 Ha
lattice sum N = 246: 0.02418 Ha per electron
lattice sum N = 1030: 0.02411 Ha per electron
prefactor 3/(32 pi^5) = 3.063528e-04
MC A: samples 12000000, Cauchy scale 1.5 k_F, acceptance 0.0149
MC A: I = 78.56 +- 0.21
MC A: eps = 0.024066 +- 0.000065 Ha (batch error 0.000066 Ha), -1.74 sigma
W(t=2, mu=0.05, nu=0.02): formula 0.18806430, quadrature 0.18806430
MC B: samples 2000000, eps = 0.024246 +- 0.000032 Ha, +2.11 sigma
Sobol 16 x 32768: eps = 0.0241767 +- 0.0000085 Ha, -0.29 sigma
int arcsin(y)/y = 1.088793045; T0 term quadrature 0.346574 Ha, ln2/2 = 0.346574 Ha
H(kap=1.3): sphere PV 0.440247816, square 0.440247816, derivative 0.440247816
M: 3D quadrature 0.265158792, 2D quadrature 0.2651587916, closed 0.2651587916
h0: quadrature 0.693147181, closed 0.693147181
h1: quadrature -0.281913664, closed -0.281913664
g2: quadrature 0.263313102, closed 0.263313102
h2: quadrature 0.037927433, closed 0.037927433
P: quadrature 1.080521727, closed 1.080521727
J: quadrature -0.508215213, closed -0.508215213
Phi_const: quadrature 0.822467033, closed 0.822467033
kap = 1e+04, Lambda = 9.903488: H 62.437299, asymptote 62.437298
E 30.820911, asymptote 30.820911, (H-2E)/3 = 0.265159
12 M/pi^2 = 0.322394431 Ha; ln2/2 - 12 M/pi^2 = 0.024179159 Ha
zeta(3) = 1.202056903; ln2/6 = 0.115524530 Ha; 3 zeta(3)/(4 pi^2) = 0.091345371 Ha
closed form I = 78.9259
closed form eps = 0.024179159 Ha = 0.0483583 Ry = 0.65795 eV
every check passed
```
